# Downstream depletion with one absorbing wall: plug and parabolic flow: a program that tests the result

```python
"""Depletion in a channel with an absorbing floor and an inert ceiling.

Result under test: far downstream, c ~ exp(-rate * D x / (U H^2)), with
rate = pi^2/4 = 2.467 for plug flow and 2.430 < rate < 2.431 for parabolic flow.
H: channel height, U: mean velocity, D: diffusivity, eta = y/H (floor at 0),
xi = x D/(U H^2), weight w(eta) = u/U.  Mode: phi'' + rate*w*phi = 0,
phi(0) = 0, phi'(1) = 0.  Axial diffusion is neglected in the main result.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, cumulative_trapezoid, quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
import scipy.sparse as sparse
from scipy.sparse.linalg import spsolve, eigsh


def plug(eta):
    return 1.0 + 0.0 * eta


def parabola(eta):
    return 6.0 * eta * (1.0 - eta)


def rates(weight, conduct=plug, biot=np.inf, ceiling_absorbs=False,
          cells=800, count=1):
    """Lowest decay rates by finite volumes; biot = k H/D at the floor."""
    h = 1.0 / cells
    centres = (np.arange(cells) + 0.5) * h
    link = conduct(np.arange(1, cells) * h) / h
    diagonal = np.zeros(cells)
    diagonal[:-1] += link
    diagonal[1:] += link
    diagonal[0] += 1.0 / (h / (2.0 * conduct(0.0)) + 1.0 / biot)
    if ceiling_absorbs:
        diagonal[-1] += 2.0 * conduct(1.0) / h
    mass = h * weight(centres)
    return eigh_tridiagonal(diagonal / mass,
                            -link / np.sqrt(mass[:-1] * mass[1:]),
                            eigvals_only=True, select='i',
                            select_range=(0, count - 1))


# ---- Exact power series in the rate for parabolic flow
eta = sp.symbols('eta')
phi_k = eta
slope_coeffs, value_coeffs = [sp.Integer(1)], [sp.Integer(1)]
first_iterate = None
for k in range(1, 17):
    slope = sp.integrate(sp.expand(6 * eta * (1 - eta) * phi_k), eta)
    phi_k = sp.integrate(sp.expand(slope), eta)
    if k == 1:
        first_iterate = phi_k
    slope_coeffs.append(slope.subs(eta, 1))
    value_coeffs.append(phi_k.subs(eta, 1))
c = [float(v) for v in slope_coeffs]
v = [float(u) for u in value_coeffs]


def end_slope(rate, last=16):
    return sum((-rate) ** k * c[k] for k in range(last + 1))


def end_slope_derivative(rate):
    return sum(-k * (-rate) ** (k - 1) * c[k] for k in range(1, 17))


def end_value(rate):
    return sum((-rate) ** k * v[k] for k in range(17))


def amplitude(rate):
    """Share of this mode in the flow-weighted mean, uniform inlet."""
    return 1.0 / (rate**2 * abs(end_value(rate) * end_slope_derivative(rate)))


plug_rate = np.pi**2 / 4
rate1 = brentq(end_slope, 2.0, 2.5, xtol=1e-13)
rate2 = brentq(end_slope, 10.0, 30.0, xtol=1e-12)
G1, G2 = amplitude(rate1), amplitude(rate2)
ratio_grid = np.linspace(0.001, 1.0, 1000)
iterate_ratio = sp.lambdify(eta, sp.expand(first_iterate / eta))(ratio_grid)
assert np.all(np.diff(iterate_ratio) > 0)
assert abs(iterate_ratio[-1] - 0.2) < 1e-12
assert all(slope_coeffs[k + 1] <= slope_coeffs[k] / 5 for k in range(1, 16))
# odd last term: lower bound on F; even last term: upper bound on F
lower_at_2430 = end_slope(2.430, 5)
upper_at_2431 = end_slope(2.431, 4)
assert lower_at_2430 > 0 > upper_at_2431
assert all(end_slope_derivative(r) < 0 for r in np.linspace(0, 2.5, 101))

# ---- Independent eigenvalues from finite volumes
volume = rates(parabola, count=2)
volume_fine = rates(parabola, cells=1600)[0]
assert abs(rates(plug)[0] - plug_rate) < 1e-5
assert abs(volume[0] - rate1) < 2e-5
assert abs(volume[1] - rate2) < 2e-3

# ---- March downstream from a uniform inlet on a separate nodal grid
nodes = 200
step = 1.0 / nodes
y = np.arange(1, nodes) * step
laplace = (np.diag(-2.0 * np.ones(nodes - 1))
           + np.diag(np.ones(nodes - 2), 1) + np.diag(np.ones(nodes - 2), -1))
laplace[-1, -1] = -1.0
operator = laplace / (step**2 * parabola(y)[:, None])
march = solve_ivp(lambda xi, f: operator @ f, (0, 0.8), np.ones(nodes - 1),
                  method='Radau', jac=operator, t_eval=[0.1, 0.5, 0.8],
                  rtol=1e-7, atol=1e-10)
assert march.success
mean = parabola(y) @ march.y / parabola(y).sum()
march_rate = np.log(mean[1] / mean[2]) / 0.3
assert abs(march_rate - rate1) < 1e-3
two_modes = G1 * np.exp(-0.1 * rate1) + G2 * np.exp(-0.1 * rate2)
assert abs(mean[0] - two_modes) < 2e-3
assert abs(mean[1] / (G1 * np.exp(-0.5 * rate1)) - 1) < 2e-3

# ---- Symmetric profiles: no first-order shift, rate never above plug value
for a in (-0.8, 0.8):
    assert rates(lambda s: 1 + a * np.cos(2 * np.pi * s))[0] < plug_rate - 1e-3
overlap = quad(lambda s: parabola(s) * np.sin(np.pi * s / 2)**2, 0, 1)[0]
rayleigh = (np.pi**2 / 8) / overlap
assert abs(rayleigh - plug_rate) < 1e-10


def cosine_moment(j):
    return -12 / (j * np.pi)**2 if j % 2 == 0 else 0.0


for j in range(1, 7):
    direct = quad(lambda s: parabola(s) * np.cos(j * np.pi * s), 0, 1)[0]
    assert abs(direct - cosine_moment(j)) < 1e-10
second_order = -plug_rate * sum(
    (cosine_moment(n - 1) - cosine_moment(n))**2 / ((2 * n - 1)**2 - 1)
    for n in range(2, 60))
eps = 0.1
base = rates(plug)[0]
shifts = [rates(lambda s: 1 + e * (parabola(s) - 1))[0] - base
          for e in (eps, -eps)]
assert abs(sum(shifts) / (2 * eps**2) / second_order - 1) < 0.02
fast_ceiling = rates(lambda s: 2 * s)[0]
fast_floor = rates(lambda s: 2 * (1 - s))[0]
assert fast_ceiling < plug_rate < fast_floor
two_plug = rates(plug, ceiling_absorbs=True)[0]
two_parabola = rates(parabola, ceiling_absorbs=True)[0]
assert abs(two_plug - np.pi**2) < 1e-4
assert (1 - two_parabola / two_plug) > 5 * (1 - rate1 / plug_rate)

# ---- Example: rough values for trimethylgallium in hydrogen
H, U, width = 2.0, 100.0, 20.0                # cm, cm/s, cm
T_floor, T_ceiling, pressure = 950.0, 450.0, 76.0   # K, K, Torr
D_reference = 0.4                           # cm2/s at 300 K and 760 Torr
sticking, soret_factor = 0.1, 1.0
mole_fraction = 1e-4
viscosity, prandtl = 1.6e-5, 0.7            # Pa s at the mean temperature
molar_mass, carrier_mass = 0.115, 0.002016  # kg/mol
T_mean = (T_floor + T_ceiling) / 2
D = D_reference * (760 / pressure) * (T_mean / 300)**1.75
peclet = U * H / D
scale = U * H**2 / D
length_plug, length_parabola = scale / plug_rate, scale / rate1
onset_xi = np.log(100 * rate2 * G2 / (rate1 * G1)) / (rate2 - rate1)


def axial_rate(weight):
    """Decay rate with axial diffusion kept: w -> w + rate/Pe^2."""
    r = plug_rate
    for _ in range(40):
        r = rates(lambda s: weight(s) + r / peclet**2)[0]
    return r


closed = peclet**2 / 2 * (np.sqrt(1 + 4 * plug_rate / peclet**2) - 1)
assert abs(axial_rate(plug) - closed) < 1e-4
with_axial = axial_rate(parabola)

speed = np.sqrt(8 * const.R * T_floor / (np.pi * molar_mass)) * 100
surface_velocity = sticking * speed / 4 / (1 - sticking / 2)
biot = surface_velocity * H / D
q = brentq(lambda s: s * np.sin(s) - biot * np.cos(s), 0.1, np.pi / 2)
assert abs(rates(plug, biot=biot)[0] - q**2) < 1e-4
with_sticking = rates(parabola, biot=biot)[0]


def hot_floor_rate(hot, cold, alpha, cells=800):
    """Linear temperature, gas viscosity ~ T^0.7, D ~ T^1.75, fixed mass flow."""
    def temp(s):
        return (hot + (cold - hot) * s) / ((hot + cold) / 2)
    s = np.linspace(0, 1, 8001)
    i0 = cumulative_trapezoid(temp(s)**-0.7, s, initial=0)
    i1 = cumulative_trapezoid(s * temp(s)**-0.7, s, initial=0)
    mass_flow = (i1[-1] / i0[-1] * i0 - i1) / temp(s)
    mass_flow /= np.trapezoid(mass_flow, s) if hasattr(np, 'trapezoid') \
        else np.trapz(mass_flow, s)
    return rates(lambda t: np.interp(t, s, mass_flow) * temp(t)**-alpha,
                 conduct=lambda t: temp(t)**(0.75 - alpha), cells=cells)[0]


assert abs(hot_floor_rate(700, 700, 1.0) - rate1) < 1e-4
with_heat = hot_floor_rate(T_floor, T_ceiling, 0.0)
with_soret = hot_floor_rate(T_floor, T_ceiling, soret_factor)
soret_mesh = hot_floor_rate(T_floor, T_ceiling, soret_factor, 1600) - with_soret


def second_difference(cells, h, start_fixed, end_fixed):
    main = 2.0 * np.ones(cells)
    main[0], main[-1] = 1 + 2 * start_fixed, 1 + 2 * end_fixed
    off = -np.ones(cells - 1)
    return sparse.diags([off, main, off], [-1, 0, 1]) / h**2


def duct_rate(side_drag, rows):
    """Half of a duct of finite width with inert side walls."""
    half = width / (2 * H)
    cols = int(round(2.5 * rows))
    iy, iz = sparse.identity(rows), sparse.identity(cols)
    across = second_difference(cols, half / cols, 0, side_drag)
    drag = sparse.kron(second_difference(rows, 1 / rows, 1, 1), iz) \
        + sparse.kron(iy, across)
    flow = spsolve(drag.tocsc(), np.ones(rows * cols))
    flow /= flow.mean()
    spread = sparse.kron(second_difference(rows, 1 / rows, 1, 0), iz) \
        + sparse.kron(iy, second_difference(cols, half / cols, 0, 0))
    root = sparse.diags(1 / np.sqrt(flow))
    lowest = eigsh((root @ spread @ root).tocsc(), k=1, sigma=0,
                   return_eigenvectors=False)[0]
    return lowest, flow.reshape(rows, cols)[:, 0].mean()


assert abs(duct_rate(0, 40)[0] / rate1 - 1) < 5e-3
with_sides, middle_flow = duct_rate(1, 40)
sides_mesh = with_sides - duct_rate(1, 20)[0]

p_pa = pressure * const.torr
density = p_pa * carrier_mass / (const.R * T_mean)
nu = viscosity / density
H_m, U_m = H / 100, U / 100
reynolds = U_m * H_m / nu
rayleigh_number = (const.g * (T_floor - T_ceiling) / T_mean * H_m**3
                   * prandtl / nu**2)
free_path = viscosity / p_pa * np.sqrt(np.pi * const.R * T_mean
                                       / (2 * carrier_mass))
development = 100 * U_m * H_m**2 / (np.pi**2 * nu)


def percent(value):
    return 100 * (value / rate1 - 1)


print(f"plug rate                         {plug_rate:.5f} D/(U H^2)")
print(f"parabolic rate, series            {rate1:.5f} D/(U H^2)")
print(f"parabolic rate, finite volumes    {volume[0]:.5f} D/(U H^2)")
print(f"  shift on doubling mesh          {volume_fine - volume[0]:.1e}")
print(f"parabolic rate, marching          {march_rate:.5f} D/(U H^2)")
print(f"change plug to parabolic          {100*(rate1/plug_rate-1):.2f} %")
print("c1..c5 exact:", ", ".join(str(s) for s in slope_coeffs[1:6]))
print("c1..c5:", ", ".join(f"{s:.6e}" for s in c[1:6]))
print(f"F(2.430) lower bound, to c5       {lower_at_2430:.3e}")
print(f"F(2.431) upper bound, to c4       {upper_at_2431:.3e}")
print(f"Rayleigh quotient of plug mode    {rayleigh:.5f}")
print(f"second-order shift                {second_order:.5f}")
print(f"plug rate + second-order shift    {plug_rate+second_order:.5f}")
print(f"second parabolic rate             {rate2:.3f} D/(U H^2)")
print(f"mean amplitudes G1, G2            {G1:.4f}, {G2:.4f}")
print(f"plug mean amplitude               {8/np.pi**2:.4f}")
print(f"two absorbing walls plug, parab.  {two_plug:.3f}, {two_parabola:.3f}")
print(f"shear flow, fast at ceiling       {fast_ceiling:.3f} D/(U H^2)")
print(f"shear flow, fast at floor         {fast_floor:.3f} D/(U H^2)")
print(f"H, width, U       {H:.1f} cm, {width:.0f} cm, {U:.0f} cm/s")
print(f"floor, ceiling, mean T {T_floor:.0f}, {T_ceiling:.0f}, {T_mean:.0f} K")
print(f"pressure                          {pressure:.0f} Torr")
print(f"D at 300 K and 760 Torr (rough)   {D_reference:.1f} cm2/s")
print(f"D at mean T and pressure          {D:.2f} cm2/s")
print(f"Peclet number U H/D               {peclet:.2f}")
print(f"U H^2/D                           {scale:.2f} cm")
print(f"decay length, plug                {length_plug:.2f} cm")
print(f"decay length, parabolic           {length_parabola:.2f} cm")
print(f"growth left after 5 cm, plug      {np.exp(-5/length_plug):.4f}")
print(f"growth left after 5 cm, parabolic {np.exp(-5/length_parabola):.4f}")
print(f"second mode 1% of flux at         {onset_xi*scale:.2f} cm")
print("Neglected effects: rate in D/(U H^2), change from parabolic")
print(f"axial diffusion        {with_axial:.3f}, {percent(with_axial):.1f} %")
print(f"sticking {sticking:.1f}, k H/D    {biot:.0f}")
print(f"finite sticking        {with_sticking:.3f}, "
      f"{percent(with_sticking):.1f} %")
print(f"side walls             {with_sides:.3f}, {percent(with_sides):.1f} %")
print(f"  shift on doubling mesh          {sides_mesh:.1e}")
print(f"mid-width velocity / U            {middle_flow:.3f}")
print(f"variable temperature   {with_heat:.3f}, {percent(with_heat):.1f} %")
print(f"thermal diffusion factor (rough)  {soret_factor:.1f}")
print(f"with thermal diffusion {with_soret:.3f}, {percent(with_soret):.1f} %")
print(f"  shift on doubling mesh          {soret_mesh:.1e}")
print(f"decay length, last case           {scale/with_soret:.2f} cm")
print(f"viscosity (rough)                 {viscosity:.1e} Pa s")
print(f"Reynolds number U H/nu            {reynolds:.2f}")
print(f"Rayleigh number                   {rayleigh_number:.2f}")
print(f"mean free path / H                {free_path/H_m:.1e}")
print(f"flow development length, estimate {development:.2f} cm")
print(f"inlet mole fraction (net flow)    {mole_fraction:.0e}")
print("ALL CHECKS PASSED")
```

Output:

```
plug rate                         2.46740 D/(U H^2)
parabolic rate, series            2.43037 D/(U H^2)
parabolic rate, finite volumes    2.43037 D/(U H^2)
  shift on doubling mesh          1.7e-06
parabolic rate, marching          2.43041 D/(U H^2)
change plug to parabolic          -1.50 %
c1..c5 exact: 1/2, 11/280, 113/92400, 1367/67267200, 1381/6584032000
c1..c5: 5.000000e-01, 3.928571e-02, 1.222944e-03, 2.032194e-05, 2.097499e-07
F(2.430) lower bound, to c5       1.211e-04
F(2.431) upper bound, to c4       -1.906e-04
Rayleigh quotient of plug mode    2.46740
second-order shift                -0.03852
plug rate + second-order shift    2.42888
second parabolic rate             23.591 D/(U H^2)
mean amplitudes G1, G2            0.8956, 0.0605
plug mean amplitude               0.8106
two absorbing walls plug, parab.  9.870, 7.541
shear flow, fast at ceiling       1.738 D/(U H^2)
shear flow, fast at floor         3.919 D/(U H^2)
H, width, U       2.0 cm, 20 cm, 100 cm/s
floor, ceiling, mean T 950, 450, 700 K
pressure                          76 Torr
D at 300 K and 760 Torr (rough)   0.4 cm2/s
D at mean T and pressure          17.62 cm2/s
Peclet number U H/D               11.35
U H^2/D                           22.70 cm
decay length, plug                9.20 cm
decay length, parabolic           9.34 cm
growth left after 5 cm, plug      0.5807
growth left after 5 cm, parabolic 0.5855
second mode 1% of flux at         4.49 cm
Neglected effects: rate in D/(U H^2), change from parabolic
axial diffusion        2.387, -1.8 %
sticking 0.1, k H/D    125
finite sticking        2.389, -1.7 %
side walls             2.346, -3.5 %
  shift on doubling mesh          -6.2e-04
mid-width velocity / U            1.067
variable temperature   2.367, -2.6 %
thermal diffusion factor (rough)  1.0
with thermal diffusion 1.800, -26.0 %
  shift on doubling mesh          2.9e-06
decay length, last case           12.61 cm
viscosity (rough)                 1.6e-05 Pa s
Reynolds number U H/nu            4.39
Rayleigh number                   1.89
mean free path / H                1.7e-04
flow development length, estimate 0.89 cm
inlet mole fraction (net flow)    1e-04
ALL CHECKS PASSED
```
